# The CO J = 1 → 0 emission rate and its growth with J: a numerical check

```python
"""
Result under test: spontaneous emission of a rigid linear rotor with dipole mu,
    A(J -> J-1) = (4/3) alpha^3 omega_J^3 mu^2 J/(2J+1),  omega_J = 2 B J,
    A(J -> J-1) / A(1 -> 0) = 3 J^4 / (2J+1).
Hartree atomic units: hbar = 1, c = 1/alpha.
J, M: rotational quantum numbers; B: rotational constant; n: unit vector
along the molecular axis; omega_J: angular frequency of the line J -> J-1.
Inputs: CO dipole 0.11 debye and rough observed line wavelength 2.6 mm.
"""
from functools import lru_cache
from math import factorial, log2, pi, sqrt

import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.special import lpmv

alpha = sc.fine_structure
c_au = 1.0 / alpha
bohr = sc.physical_constants["atomic unit of length"][0]
time_au = sc.physical_constants["atomic unit of time"][0]
dipole_au = sc.physical_constants["atomic unit of electric dipole mom."][0]
debye = 1e-21 / sc.c                      # C m, from the definition

mu_debye = 0.11
wavelength_mm = 2.6
mu = mu_debye * debye / dipole_au
wavelength = wavelength_mm * 1e-3 / bohr
omega = 2 * pi * c_au / wavelength


def rate(J, omega_line, dipole):
    """Closed formula for A(J -> J-1), atomic units."""
    return 4 / 3 * alpha**3 * omega_line**3 * dipole**2 * J / (2 * J + 1)


A10 = rate(1, omega, mu)
A10_si = A10 / time_au

# --- Matrix elements of n by quadrature over the sphere ---
x_nodes, x_weights = np.polynomial.legendre.leggauss(24)
phi_nodes = 2 * pi * np.arange(32) / 32
X, PHI = np.meshgrid(x_nodes, phi_nodes, indexing="ij")
W = np.outer(x_weights, np.full(32, 2 * pi / 32))
S = np.sqrt(1 - X**2)
AXIS = np.array([S * np.cos(PHI), S * np.sin(PHI), X])


@lru_cache(maxsize=None)
def harmonic(J, M):
    if M < 0:
        return (-1) ** M * np.conj(harmonic(J, -M))
    norm = sqrt((2 * J + 1) / (4 * pi) * factorial(J - M) / factorial(J + M))
    return norm * lpmv(M, J, X) * np.exp(1j * M * PHI)


def axis_element(Jf, Mf, J, M):
    density = W * np.conj(harmonic(Jf, Mf)) * harmonic(J, M)
    return np.sum(AXIS * density, axis=(1, 2))


def strength(Jf, J, M):
    """Sum over final Mf and components of |<Jf Mf|n|J M>|^2."""
    return sum(np.sum(np.abs(axis_element(Jf, Mf, J, M)) ** 2)
               for Mf in range(-Jf, Jf + 1))


J_top = 10
down_strength = {}
for J in range(1, J_top + 1):
    values = np.array([strength(J - 1, J, M) for M in range(-J, J + 1)])
    assert np.ptp(values) < 1e-10          # same for every initial M
    down_strength[J] = values.mean()
    assert abs(down_strength[J] - J / (2 * J + 1)) < 1e-10

for J in range(0, 5):                      # selection rule and upward part
    for M in range(-J, J + 1):
        for Jf in range(0, J + 4):
            value = strength(Jf, J, M)
            if Jf == J + 1:
                assert abs(value - (J + 1) / (2 * J + 1)) < 1e-10
            elif Jf != J - 1:
                assert value < 1e-10
absorption_strength = strength(1, 0, 0)

# --- Rate from an explicit sum over modes of a periodic cubic box ---
# Gaussian-broadened delta; its width biases the sum by 3*(width/n0)^2 = 0.2 %.
n0, width = 30.3, 0.8
box = n0 * wavelength
grid = np.arange(-36, 37)
k_index = np.array(np.meshgrid(grid, grid, grid, indexing="ij")).reshape(3, -1)
radius = np.sqrt(np.sum(k_index**2, axis=0))
near = np.abs(radius - n0) < 6 * width
k_index, radius = k_index[:, near], radius[near]
cos_t = k_index[2] / radius
sin_t = np.sqrt(np.maximum(0, 1 - cos_t**2))
azimuth = np.arctan2(k_index[1], k_index[0])
pol_1 = np.array([cos_t * np.cos(azimuth), cos_t * np.sin(azimuth), -sin_t])
pol_2 = np.array([-np.sin(azimuth), np.cos(azimuth), 0 * azimuth])
mode_omega = 2 * pi * c_au * radius / box
sigma = 2 * pi * c_au * width / box
delta = np.exp(-0.5 * ((mode_omega - omega) / sigma) ** 2)
delta /= sigma * sqrt(2 * pi)
mode_rates = []
for M in (0, 1):
    d_vec = mu * axis_element(0, 0, 1, M)
    overlap = np.abs(d_vec @ pol_1) ** 2 + np.abs(d_vec @ pol_2) ** 2
    coupling_sq = 2 * pi * mode_omega / box**3 * overlap
    mode_rates.append(2 * pi * np.sum(coupling_sq * delta))
    assert abs(mode_rates[-1] / A10 - 1) < 0.005

# --- Same rate evaluated in SI units: checks the conversion ---
omega_si = 2 * pi * sc.c / (wavelength_mm * 1e-3)
A10_direct_si = (omega_si**3 * (mu_debye * debye) ** 2 / 3
                 / (3 * pi * sc.epsilon_0 * sc.hbar * sc.c**3))
assert abs(A10_direct_si / A10_si - 1) < 1e-6
assert abs(A10_si - 7.2e-8) < 0.05e-8      # value claimed, two figures

# --- Rotor energies in units of B: finite differences in x = cos(theta) ---
cells = 2000
h = 2 / cells
faces = 1 - np.linspace(-1, 1, cells + 1) ** 2
energies = eigh_tridiagonal((faces[:-1] + faces[1:]) / h**2,
                            -faces[1:-1] / h**2, eigvals_only=True,
                            select="i", select_range=(0, J_top))
gaps = np.diff(energies)
for J in range(1, J_top + 1):
    assert abs(energies[J] / (J * (J + 1)) - 1) < 1e-3
    assert abs(gaps[J - 1] / (2 * J) - 1) < 1e-3

# --- Ladder from numerical gaps and strengths against the scaling law ---
for J in range(1, J_top + 1):
    numerical = ((gaps[J - 1] / gaps[0]) ** 3
                 * down_strength[J] / down_strength[1])
    assert abs(numerical / (3 * J**4 / (2 * J + 1)) - 1) < 2e-3

# --- Worked numbers ---
ladder = {J: rate(J, J * omega, mu) / time_au for J in range(1, J_top + 1)}


def rate_si(dipole_debye, lam_mm):
    scale = (dipole_debye / mu_debye) ** 2 * (wavelength_mm / lam_mm) ** 3
    return A10_si * scale


print(f"input dipole: {mu_debye:.2f} debye = {mu:.5f} a.u.")
print(f"input wavelength (rough): {wavelength_mm:.1f} mm"
      f" = {wavelength:.4e} bohr")
print(f"line frequency: {omega_si / (2 * pi) / 1e9:.1f} GHz")
print(f"photon energy omega: {omega:.4e} hartree")
print(f"rotational constant B = omega/2: {omega / 2:.4e} hartree")
print(f"alpha^3: {alpha**3:.4e}")
print(f"omega^3: {omega**3:.4e} a.u.")
print(f"mu^2: {mu**2:.4e} a.u.")
print(f"atomic unit of time: {time_au:.5e} s")
print(f"strength 1->0 by quadrature: {down_strength[1]:.6f}")
print(f"strength 0->1 by quadrature: {absorption_strength:.6f}")
print(f"A(1->0): {A10:.4e} a.u. = {A10_si:.3e} per s")
print(f"box-mode sum / formula, M=0: {mode_rates[0] / A10:.4f}")
print(f"box-mode sum / formula, M=1: {mode_rates[1] / A10:.4f}")
print(f"mean lifetime of J=1: {1 / A10_si:.3e} s"
      f" = {1 / A10_si / sc.day:.0f} days")
print(f"A(1->0) if strength 1 is wrongly used:"
      f" {A10_si * absorption_strength / down_strength[1]:.2e} per s")
print(f"A(1->0) for dipole 0.105 and 0.115 debye:"
      f" {rate_si(0.105, 2.6):.2e}, {rate_si(0.115, 2.6):.2e} per s")
print(f"A(1->0) for wavelength 2.65 and 2.55 mm:"
      f" {rate_si(0.11, 2.65):.2e}, {rate_si(0.11, 2.55):.2e} per s")
print("J, frequency (GHz), strength, A/A(1->0), A (per s):")
for J in (1, 2, 3, 4, 5, 10):
    print(f"  {J:2d}  {J * omega_si / (2 * pi) / 1e9:7.1f}"
          f"  {down_strength[J]:.4f}  {ladder[J] / ladder[1]:8.2f}"
          f"  {ladder[J]:.3e}")
print(f"growth exponent from J=1 to 2: {log2(ladder[2] / ladder[1]):.3f}")
print(f"growth exponent from J=5 to 10: {log2(ladder[10] / ladder[5]):.3f}")
for J in (1, 10):
    print(f"A/A(1->0) divided by 1.5 J^3 at J={J}:"
          f" {ladder[J] / ladder[1] / (1.5 * J**3):.4f}")
print("OK")
```

Running it gives:

```
input dipole: 0.11 debye = 0.04328 a.u.
input wavelength (rough): 2.6 mm = 4.9133e+07 bohr
line frequency: 115.3 GHz
photon energy omega: 1.7524e-05 hartree
rotational constant B = omega/2: 8.7622e-06 hartree
alpha^3: 3.8859e-07
omega^3: 5.3818e-15 a.u.
mu^2: 1.8729e-03 a.u.
atomic unit of time: 2.41888e-17 s
strength 1->0 by quadrature: 0.333333
strength 0->1 by quadrature: 1.000000
A(1->0): 1.7409e-24 a.u. = 7.197e-08 per s
box-mode sum / formula, M=0: 1.0021
box-mode sum / formula, M=1: 1.0021
mean lifetime of J=1: 1.389e+07 s = 161 days
A(1->0) if strength 1 is wrongly used: 2.16e-07 per s
A(1->0) for dipole 0.105 and 0.115 debye: 6.56e-08, 7.87e-08 per s
A(1->0) for wavelength 2.65 and 2.55 mm: 6.80e-08, 7.63e-08 per s
J, frequency (GHz), strength, A/A(1->0), A (per s):
   1    115.3  0.3333      1.00  7.197e-08
   2    230.6  0.4000      9.60  6.909e-07
   3    345.9  0.4286     34.71  2.498e-06
   4    461.2  0.4444     85.33  6.141e-06
   5    576.5  0.4545    170.45  1.227e-05
  10   1153.0  0.4762   1428.57  1.028e-04
growth exponent from J=1 to 2: 3.263
growth exponent from J=5 to 10: 3.067
A/A(1->0) divided by 1.5 J^3 at J=1: 0.6667
A/A(1->0) divided by 1.5 J^3 at J=10: 0.9524
OK
```
